# Complex skin depth of a collisional plasma and its limits

## Part 1. From electron motion to the penetration depth

### What dimensions fix

A radio-frequency electric field parallel to the flat surface of a plasma drives an electron current, and this current screens the field from the interior. The length over which the field falls is sought for a uniform plasma of electron density $n$, driven at angular frequency $\omega$, whose electrons lose momentum at a constant rate $\nu$.

For weak fields the response is linear, so the field amplitude cannot enter the length. Electron charge $-e$ and mass $m$ enter through the current per unit field, which is proportional to $ne^2/m$: one factor of $e$ comes from the force, one from the current, and $1/m$ from the acceleration. If the displacement current is negligible, Maxwell's equations add the constant $\mu_0$ alone. The combination $\mu_0ne^2/m$ is an inverse length squared, and the remaining quantities $\omega$ and $\nu$ form one dimensionless ratio. Hence

$$
\Lambda=\delta_pF(r),\qquad
\delta_p=\sqrt{\frac{m}{\mu_0ne^2}},\qquad r=\frac{\nu}{\omega}.
\tag{1}
$$

With the plasma frequency $\omega_p=\sqrt{ne^2/(\varepsilon_0m)}$ and $c^2=1/(\mu_0\varepsilon_0)$, the length is $\delta_p=c/\omega_p$.

Both limits follow from (1) up to a number. Without collisions $F$ is a constant, so the depth does not depend on frequency. If collisions dominate and inertia is irrelevant, the electrons enter through the static conductivity $\sigma_0=ne^2/(m\nu)$ alone. Then $\delta_p$ and $\nu$ may appear only as $\delta_p^2\nu=1/(\mu_0\sigma_0)$, which requires $F\propto\sqrt r$. The displacement current brings in $\varepsilon_0$ and with it a second ratio, $\omega/\omega_p$. The function $F$, its numerical factors and the range of each limit need the equations of motion.

### Electron response

The plasma fills $x>0$. The field points along $y$ and varies with $x$:

$$
E_y(x,t)=\mathrm{Re}\left[E(x)e^{-i\omega t}\right].
$$

All complex amplitudes below use this sign of the exponent. Ions are immobile, there is no static magnetic field, and thermal motion is neglected for now. The magnetic force of the wave is second order in the field amplitude and is dropped. An electron velocity $v$ along $y$ then obeys

$$
m\frac{dv}{dt}=-eE-m\nu v .
$$

The time derivative multiplies the amplitude by $-i\omega$, so $m(\nu-i\omega)v=-eE$. The current density is $J=-nev$. The two minus signs cancel, giving $J=\sigma E$ with

$$
\sigma=\frac{ne^2}{m(\nu-i\omega)}
=\frac{\varepsilon_0\omega_p^2}{\nu-i\omega}.
\tag{2}
$$

For $\nu\gg\omega$ the current is in phase with the field, as in a resistor. For $\nu\ll\omega$ it is $i\varepsilon_0\omega_p^2E/\omega$. The factor $i$, with time dependence $e^{-i\omega t}$, is a lag of a quarter period: the field accelerates the electrons, and velocity follows force after a delay.

### Permittivity and field equation

Faraday's law, $\partial B_z/\partial t=-\partial E_y/\partial x$, gives $-i\omega B=-E'$, or

$$
B=\frac{E'}{i\omega}.
\tag{3}
$$

The $y$ component of the curl of $\mathbf B$ is $-B'$, so the Ampère–Maxwell law reads

$$
-B'=\mu_0\sigma E-\frac{i\omega}{c^2}E .
$$

Inserting (3) on the left gives $-E''/(i\omega)$. Multiplication by $-i\omega$ yields

$$
E''=-i\omega\mu_0\sigma E-\frac{\omega^2}{c^2}E .
$$

Taking $-\omega^2/c^2$ out of both terms, and using $\mu_0c^2=1/\varepsilon_0$, gives

$$
E''+\frac{\omega^2}{c^2}\varepsilon E=0,\qquad
\varepsilon=1+\frac{i\sigma}{\varepsilon_0\omega}.
\tag{4}
$$

Here $\varepsilon$ is the relative permittivity. In (2), $\nu-i\omega=-i(\omega+i\nu)$, and $i/(-i)=-1$. Therefore

$$
\varepsilon=1-\frac{\omega_p^2}{\omega(\omega+i\nu)},
\tag{5}
$$

which is the Drude form. Multiplying numerator and denominator of the fraction by $\omega-i\nu$ separates the parts, $\varepsilon=\varepsilon_1+i\varepsilon_2$:

$$
\varepsilon_1=1-\frac{\omega_p^2}{\omega^2+\nu^2},\qquad
\varepsilon_2=\frac{\nu\,\omega_p^2}{\omega(\omega^2+\nu^2)} .
$$

The imaginary part is positive, which means absorption in this convention.

### The decaying root

A solution $E(x)=E(0)e^{-\kappa x}$ of (4) requires

$$
\kappa^2=-\frac{\omega^2}{c^2}\varepsilon .
\tag{6}
$$

In a half-space with no source at large $x$, the field must decay, so $\mathrm{Re}\,\kappa>0$. For $\nu>0$ the number $-\varepsilon$ has a negative imaginary part. Its square root with positive real part then has a negative imaginary part. Write

$$
\kappa=a-ib,\qquad a>0,\quad b>0 .
$$

The field is $E(0)e^{-ax}e^{i(bx-\omega t)}$: it decays inward, and its phase also travels inward.

Two lengths must be kept apart. The complex skin depth is $\Lambda=1/\kappa$. The depth at which the amplitude has fallen by a factor $1/e$ is $\delta=1/\mathrm{Re}\,\kappa=1/a$. Since

$$
\Lambda=\frac{1}{a-ib}=\frac{a+ib}{a^2+b^2},
$$

the ratio $\delta/\mathrm{Re}\,\Lambda=1+b^2/a^2$ exceeds one whenever there is loss.

Squaring $a-ib$ and comparing with (6) gives

$$
a^2-b^2=-\frac{\omega^2}{c^2}\varepsilon_1,\qquad
2ab=\frac{\omega^2}{c^2}\varepsilon_2 .
\tag{7}
$$

The modulus of (6) gives $a^2+b^2=\omega^2|\varepsilon|/c^2$. Adding this to the first relation in (7) and halving gives $a^2$, hence

$$
\delta=\frac{c}{\omega}\sqrt{\frac{2}{|\varepsilon|-\varepsilon_1}} .
\tag{8}
$$

This holds within the cold, local model with no restriction on the order of $\omega$, $\nu$ and $\omega_p$.

### Closed form without displacement current

Inserting (5) into (6) separates the contributions of electrons and displacement current:

$$
\kappa^2=\frac{\omega_p^2}{c^2}\frac{\omega}{\omega+i\nu}-\frac{\omega^2}{c^2}
=\frac{1}{\delta_p^2(1+ir)}-\frac{\omega^2}{c^2}.
\tag{9}
$$

The modulus of the second term divided by that of the first is $\omega^2\sqrt{1+r^2}/\omega_p^2$. The displacement current is therefore negligible when

$$
\omega\sqrt{\omega^2+\nu^2}\ll\omega_p^2 .
\tag{10}
$$

Under this condition

$$
\Lambda=\delta_p\sqrt{1+ir},
\tag{11}
$$

so the function in (1) is $F(r)=\sqrt{1+ir}$.

For the real depth, set $s=\sqrt{1+r^2}$ and $\theta=\arctan r$, so that $1+ir=se^{i\theta}$. Then $\kappa=\delta_p^{-1}s^{-1/2}e^{-i\theta/2}$, and its real and imaginary parts give

$$
a=\frac{\cos(\theta/2)}{\delta_p\sqrt s},\qquad
b=\frac{\sin(\theta/2)}{\delta_p\sqrt s}.
\tag{12}
$$

The depth is the inverse of $a$:

$$
\delta=\delta_p\frac{(1+r^2)^{1/4}}{\cos\left(\tfrac12\arctan r\right)} .
\tag{13}
$$

A form without trigonometric functions follows from $\cos\theta=1/s$. The half-angle identity gives $\cos^2(\theta/2)=(1+1/s)/2=(s+1)/(2s)$, and therefore

$$
\delta=\delta_p\,s\sqrt{\frac{2}{1+s}} .
\tag{14}
$$

The square of the right-hand side is proportional to $s^2/(1+s)$, which grows with $s$. At fixed density and frequency, under (10), more frequent collisions therefore let the field penetrate farther. They reduce the current that a given field can drive, and with it the screening.

### Inertial limit

Let $\nu\ll\omega\ll\omega_p$. The leading result is

$$
\delta\to\delta_p=\frac{c}{\omega_p}.
\tag{15}
$$

Frequency cancels for a traceable reason. The induced electric field is proportional to $\omega$ times the magnetic field, whereas the current of freely accelerated electrons is proportional to $E/\omega$. The screening current per unit magnetic field is thus independent of $\omega$.

The first corrections follow from (9), multiplied by $\delta_p^2$, with $w=\omega/\omega_p$:

$$
\kappa^2\delta_p^2=\frac1{1+ir}-w^2=1+X,\qquad
X=-ir-r^2-w^2+\cdots .
$$

Use $\sqrt{1+X}=1+X/2-X^2/8+\cdots$. To second order in the small quantities, $X^2=-r^2$, so the last term contributes $+r^2/8$:

$$
\kappa\delta_p=1-\frac{ir}{2}-\frac{3r^2}{8}-\frac{w^2}{2}+\cdots .
$$

Inverting the real part gives

$$
\frac{\delta}{\delta_p}=1+\frac38\frac{\nu^2}{\omega^2}
+\frac12\frac{\omega^2}{\omega_p^2}+\cdots .
\tag{16}
$$

Collisions change the depth at second order, but they change the phase at first order, through $-ir/2$. The depth can therefore be close to its collisionless value while the absorbed power, which depends on $b$, is still proportional to $\nu$.

The condition $\omega\ll\omega_p$ matters as well. At $\nu=0$, equation (9) gives $\kappa=\sqrt{\omega_p^2-\omega^2}/c$. The depth diverges as $\omega$ rises to $\omega_p$, and above $\omega_p$ the wave propagates.

### Resistive limit

Now let $\nu\gg\omega$, with (10) still satisfied. The first term in (9) is rearranged by extracting $1/(ir)=-i/r$:

$$
\frac1{1+ir}=-\frac ir\,\frac1{1-i/r}
=-\frac ir\left(1+\frac ir+\cdots\right).
$$

The displacement term can carry the same prefactor. Put $q=rw^2=\omega\nu/\omega_p^2$. Since $(-i/r)(-iq)=-q/r=-w^2$,

$$
\kappa^2\delta_p^2=-\frac ir\left[1+i\eta+\cdots\right],\qquad
\eta=\frac1r-q=\frac{\omega}{\nu}-\frac{\omega\nu}{\omega_p^2}.
\tag{17}
$$

The required root of $-i$ is $(1-i)/\sqrt2$, because its square is $-i$ and its real part is positive. Thus

$$
\kappa\delta_p=\frac{1-i}{\sqrt{2r}}\left(1+\frac{i\eta}{2}+\cdots\right)
=\frac{1}{\sqrt{2r}}\left[1+\frac\eta2-i\left(1-\frac\eta2\right)+\cdots\right].
\tag{18}
$$

The leading real part gives

$$
\delta\to\delta_{\rm res}=\delta_p\sqrt{\frac{2\nu}{\omega}}
=\sqrt{\frac{2}{\mu_0\sigma_0\omega}} .
\tag{19}
$$

The last equality uses $\delta_p^2\nu=1/(\mu_0\sigma_0)$. This is the skin depth of an ordinary conductor. With the first correction,

$$
\frac{\delta}{\delta_{\rm res}}=1-\frac12\left(\frac{\omega}{\nu}-\frac{\omega\nu}{\omega_p^2}\right)+\cdots .
\tag{20}
$$

The term $\omega/\nu$ comes from electron inertia and makes the depth smaller than $\delta_{\rm res}$. The other term comes from the displacement current and makes it larger. They cancel at $\nu=\omega_p$, leaving corrections of second order. Both are small in the window

$$
\omega\ll\nu\ll\frac{\omega_p^2}{\omega},
\tag{21}
$$

which is open when $\omega\ll\omega_p$. A large ratio $\nu/\omega$ alone does not justify the resistive formula.

### Beyond the upper bound

For $\nu$ much larger than both $\omega$ and $\omega_p^2/\omega$, equation (5) becomes $\varepsilon\approx1+i\omega_p^2/(\omega\nu)$, where the second term is small. The root chosen above can be written $\kappa=-i(\omega/c)\sqrt\varepsilon$, since its real part is $(\omega/c)\,\mathrm{Im}\sqrt\varepsilon>0$. With $\sqrt\varepsilon\approx1+i\omega_p^2/(2\omega\nu)$,

$$
a\approx\frac{\omega_p^2}{2c\nu},\qquad
\delta\approx\frac{2c\nu}{\omega_p^2}=\frac{2}{\mu_0c\,\sigma_0}.
\tag{22}
$$

The depth now grows as $\nu$, not as $\sqrt\nu$, and is much larger than $c/\omega$. The field is a weakly damped travelling wave, and the plasma is nearly transparent.

## Part 2. Power, range of validity and a worked example

### Symbols and results carried over

The field is $\mathrm{Re}[E(x)e^{-i\omega t}]$, parallel to the surface of a plasma in $x>0$, and $E(x)=E(0)e^{-\kappa x}$ with $\kappa=a-ib$, where $a$ and $b$ are positive. The complex skin depth is $\Lambda=1/\kappa$, and the amplitude depth is $\delta=1/a$. The collision rate is $\nu$, the plasma frequency $\omega_p$, and $\delta_p=c/\omega_p$, $r=\nu/\omega$, $s=\sqrt{1+r^2}$. The permittivity is $\varepsilon=1-\omega_p^2/[\omega(\omega+i\nu)]$, with parts $\varepsilon_1+i\varepsilon_2$, and $\kappa^2=-\omega^2\varepsilon/c^2$. When the displacement current is negligible,

$$
\Lambda=\delta_p\sqrt{1+ir},\qquad
\delta=\delta_p\,s\sqrt{\frac2{1+s}} .
$$

The inertial limit is $\delta\to\delta_p$ for $\nu\ll\omega\ll\omega_p$. The resistive limit is $\delta\to\delta_p\sqrt{2\nu/\omega}$ for $\omega\ll\nu\ll\omega_p^2/\omega$.

### Absorbed power

Faraday's law gives the magnetic amplitude $B=E'/(i\omega)$. Since $E'=-\kappa E$ and $-1/i=i$, the field $H=B/\mu_0$ is $H=i\kappa E/(\mu_0\omega)$. The mean energy flux into the plasma is

$$
S=\frac12\mathrm{Re}(EH^*)
=\frac{|E(0)|^2}{2\mu_0\omega}\mathrm{Re}(-i\kappa^*)
=\frac{b\,|E(0)|^2}{2\mu_0\omega},
\tag{23}
$$

because $-i(a+ib)=b-ia$. This flux must equal the heat produced inside:

$$
\frac12\mathrm{Re}\,\sigma\,|E(0)|^2\int_0^\infty e^{-2ax}dx
=\frac{\mathrm{Re}\,\sigma\,|E(0)|^2}{4a}.
$$

The imaginary part of the permittivity is $\varepsilon_2=\mathrm{Re}\,\sigma/(\varepsilon_0\omega)$, and the imaginary part of $\kappa^2=-\omega^2\varepsilon/c^2$ gives $2ab=\omega^2\varepsilon_2/c^2=\omega\mu_0\mathrm{Re}\,\sigma$. Substituting $\mathrm{Re}\,\sigma=2ab/(\omega\mu_0)$ reproduces (23).

In the inertial limit $b\approx r/(2\delta_p)$, so $S$ vanishes in proportion to $\nu$ at fixed surface field. The field is then excluded without being absorbed. Energy passes into the plasma and back out during each cycle. Part of it is stored as directed electron motion, with mean density $nm|v|^2/4=|E|^2/(4\mu_0\omega^2\delta_p^2)$, from $|v|=e|E|/(m\omega)$. The magnetic energy density, $|B|^2/(4\mu_0)$ with $|B|=|E|/(\omega\delta_p)$, has the same value in this limit.

How the power varies with $\nu$ depends on what is held fixed at the surface. For fixed $E(0)$ and negligible displacement current, $b^2\delta_p^2=\sin^2(\theta/2)/s$ with $\cos\theta=1/s$, or

$$
b^2\delta_p^2=\frac1{2s}\left(1-\frac1s\right).
$$

This is largest at $1/s=1/2$, which means $\nu=\sqrt3\,\omega$. For fixed $H(0)$ the surface impedance is the natural quantity:

$$
Z=\frac{E(0)}{H(0)}=\frac{\mu_0\omega}{i\kappa}=-i\mu_0\omega\Lambda,\qquad
S=\frac12\mu_0\omega\,\mathrm{Im}\Lambda\,|H(0)|^2 .
\tag{24}
$$

In the same approximation $\mathrm{Im}\Lambda=\delta_p\sqrt{(s-1)/2}$, since this is the imaginary part of $\delta_p\sqrt{1+ir}$. It grows steadily with $\nu$ and has no maximum. In a circuit model, $\mu_0\mathrm{Re}\,\Lambda$ is the surface inductance and $\mu_0\omega\,\mathrm{Im}\Lambda$ the surface resistance. The amplitude depth $\delta$ approaches $\mathrm{Re}\,\Lambda$ in the inertial limit, but in the resistive limit it is twice either part of $\Lambda$, so it cannot replace them in general.

The phase lag accumulated over one depth is $b\delta=b/a$. It tends to zero in the inertial limit and to one radian in the resistive limit, where $a$ and $b$ become equal.

### When thermal motion matters

The conductivity used so far relates the current at a point to the field at the same point. Thermal electrons carry momentum from one place to another. To find the consequence, let the unperturbed velocity distribution $f_0$ be Maxwellian with temperature $T$ in energy units. Let $v_{th}=\sqrt{T/m}$, so that $\langle v_x^2\rangle=v_{th}^2$, and let $\Omega=\omega+i\nu$. For a perturbation $f_1$ varying as $e^{ikx-i\omega t}$, the linear kinetic equation with loss rate $\nu$ is

$$
(-i\omega+ikv_x+\nu)f_1=\frac em E\frac{\partial f_0}{\partial v_y}.
$$

The magnetic force gives no term, because $\partial f_0/\partial\mathbf v$ is parallel to $\mathbf v$ and $\mathbf v\times\mathbf B$ is perpendicular to it. The bracket equals $-i(\Omega-kv_x)$. Solving for $f_1$, forming $J=-e\int v_yf_1\,d^3v$ and integrating by parts over $v_y$ gives

$$
\sigma(k)=\frac{ine^2}{m}\left\langle\frac1{\Omega-kv_x}\right\rangle .
\tag{25}
$$

Each electron sees a Doppler-shifted frequency. For small $k$, expansion in $kv_x/\Omega$ removes the odd term by symmetry and leaves

$$
\left\langle\frac1{\Omega-kv_x}\right\rangle
\approx\frac1\Omega\left(1+\frac{k^2v_{th}^2}{\Omega^2}\right).
\tag{26}
$$

The field varies on the scale $1/|\kappa|$, so the local law requires

$$
\frac{v_{th}|\kappa|}{|\omega+i\nu|}\ll1 .
\tag{27}
$$

For rare collisions, an electron must move much less than a skin depth in the time $1/\omega$. For frequent collisions, the distance $v_{th}/\nu$ must be much shorter than a skin depth. The word collisionless therefore does not by itself justify the inertial result: the electrons must also be cold in the sense of (27). As the left side of (27) grows beyond one, the response passes gradually into the anomalous skin effect, in which the current at a point depends on the field along the electrons' earlier paths.

The surface must now be specified. Suppose it reflects electrons specularly, reversing $v_x$ and preserving $v_y$. The problem is then equivalent to an infinite plasma with a field even in $x$, whose slope jumps by $2E'(0^+)$ at $x=0$. The Fourier transform of the field equation is

$$
\left[-k^2+\frac{\omega^2}{c^2}\varepsilon(k)\right]\tilde E(k)=2E'(0^+),\qquad
\varepsilon(k)=1+\frac{i\sigma(k)}{\varepsilon_0\omega}.
$$

Solving for $\tilde E$ and transforming back to $x=0$, with an integrand even in $k$, gives the surface value of the complex depth:

$$
\Lambda_s=\frac{E(0)}{-E'(0^+)}
=\frac2\pi\int_0^\infty\frac{dk}{k^2-\omega^2\varepsilon(k)/c^2}.
\tag{28}
$$

For cold electrons the denominator is $k^2+\kappa^2$, and the integral returns $1/\kappa$. For warm electrons $\Lambda_s$ still fixes the impedance in (24), but the field need not be exponential.

If displacement current is neglected, (26) changes the denominator to $k^2+\kappa^2(1+k^2v_{th}^2/\Omega^2)$. Integration gives

$$
\Lambda_s\approx\frac1\kappa\left(1+\frac{\kappa^2v_{th}^2}{\Omega^2}\right)^{-1/2}
\approx\frac1\kappa\left(1-\frac{\kappa^2v_{th}^2}{2\Omega^2}\right).
\tag{29}
$$

For $r\ll1$, use $\kappa^2=\delta_p^{-2}/(1+ir)$ and $\Omega=\omega(1+ir)$, and define $\alpha=v_{th}/(\omega\delta_p)$. The relative change is then $-\alpha^2/[2(1+ir)^3]\approx-\alpha^2/2+3ir\alpha^2/2$.

Expansion (26) misses electrons that satisfy $kv_x=\omega$. They see a steady field and absorb energy even as $\nu\to0$. Set $y=k\delta_p$ and $u=\alpha y$, and let $\phi(t)=e^{-t^2/2}/\sqrt{2\pi}$ be the normalized distribution of $v_x/v_{th}$. The electron term in the denominator, in units of $\delta_p^{-2}$, acquires the imaginary part $-\pi\phi(1/u)/u$. To first order, its effect on $\Lambda_s/\delta_p$ is

$$
i\,\frac2\pi\int_0^\infty\frac{\pi\,\phi(1/u)}{u\,(1+y^2)^2}\,dy .
$$

For small $\alpha$ most of the integral comes from $y$ of order $1/\alpha$, which is much larger than one, so $(1+y^2)^2\approx u^4/\alpha^4$. With $dy=du/\alpha$ and $t=1/u$, this becomes

$$
2i\alpha^3\int_0^\infty t^3\phi(t)\,dt
=\frac{4i\alpha^3}{\sqrt{2\pi}}\approx1.6\,i\alpha^3 .
\tag{30}
$$

The cold relative imaginary part is $r/2$. A cold calculation of the power therefore needs $1.6\alpha^3\ll r/2$ in addition to $\alpha\ll1$, a condition that fails as $\nu\to0$ at fixed temperature. The power $\alpha^3$ belongs to the specular wall. If the wall instead re-emits electrons without their directed velocity $v$, each electron reaching it costs a mean energy $m|v|^2/2$. Half is the directed energy it brings, and half is the energy of the velocity offset with which it restarts. With the arrival flux $nv_{th}/\sqrt{2\pi}$ and $|v|=e|E|/(m\omega)$, equation (24) gives an addition $\alpha\delta_p/\sqrt{2\pi}$ to $\mathrm{Im}\Lambda_s$. This is first order in $\alpha$, and the condition becomes the stricter $0.4\alpha\ll r/2$.

### Worked example

Take the round model values $n=10^{17}\ \mathrm{m^{-3}}$, frequency 100 MHz, $T=3$ eV and surface field amplitude 100 V/m. Then $\omega=6.283\times10^8\ \mathrm{s^{-1}}$ and $\omega_p=1.784\times10^{10}\ \mathrm{s^{-1}}$, so

$$
\delta_p=\frac{2.998\times10^8\ \mathrm{m/s}}{1.784\times10^{10}\ \mathrm{s^{-1}}}
=16.8\ \mathrm{mm}.
$$

The upper bound of the resistive window is $\omega_p^2/\omega=5.07\times10^{11}\ \mathrm{s^{-1}}$. Three collision rates give the following cold results, with displacement current included:

| $\nu$ (s⁻¹) | $\nu/\omega$ | $\delta$ (mm) | $b/a$ (rad) | $S$ (W/m²) |
|---|---|---|---|---|
| $10^7$ | 0.0159 | 16.8 | 0.008 | 3.00 |
| $6\times10^8$ | 0.955 | 21.3 | 0.40 | 119 |
| $10^{10}$ | 15.9 | 93.0 | 0.96 | 65.2 |

In the middle row $s=\sqrt{1+0.955^2}=1.383$, and the closed form gives $16.8\times1.383\times\sqrt{2/2.383}=21.3$ mm. Relative to the full depth, the inertial limit is 21 % too small and the resistive limit 9 % too large; neither is a good substitute. In the last row the resistive limit is $16.805\sqrt{2\times15.92}=94.8$ mm, 2 % above the full depth. In the first row the inertial limit is 0.07 % below it. Most of that difference comes from the displacement current: $\omega^2/(2\omega_p^2)=6.2\times10^{-4}$, against $3r^2/8=0.9\times10^{-4}$.

The flux in the middle row follows from $b=18.84\ \mathrm{m^{-1}}$ and $2\mu_0\omega=1579\ \Omega/\mathrm m$:

$$
S=\frac{18.84\times100^2}{1579}=119\ \mathrm{W/m^2}.
$$

The fall from the middle row to the last belongs to a fixed electric field. At fixed magnetic field the power follows $\mathrm{Im}\Lambda$, which rises through 0.134, 7.37 and 46.4 mm.

Thermal motion is tested most severely by the first row, where the left side of (27) is 0.069; it is 0.042 and 0.0011 in the others. The thermal speed is $7.26\times10^5$ m/s and $\alpha=0.069$. The average in (25) was evaluated with the Faddeeva function, and (28) by adaptive quadrature. The complex depth changes from $16.82+0.134i$ to $16.78+0.144i$ mm. Its relative change is $-0.0022+0.0006i$. The estimate $-\alpha^2/2$ gives $-0.0024$ for the real part. For the imaginary part, (30) gives 0.0005 and $3r\alpha^2/2$ adds 0.0001. The change is small compared with $|\Lambda|$, yet it raises $\mathrm{Im}\Lambda$, and hence the power at fixed magnetic field, by about 7 %. This figure holds for specular reflection. A diffusely reflecting wall would add about $\alpha\delta_p/\sqrt{2\pi}=0.46$ mm to $\mathrm{Im}\Lambda$, several times the cold value.

At 13.56 MHz, with the same density, temperature and $\nu=10^7\ \mathrm{s^{-1}}$, and a field weak enough for linear response, $\alpha$ rises to 0.51. The same integration changes $\Lambda$ from $16.83+0.99i$ to $16.50+2.01i$ mm. The real part falls by only 2 %, far less than the 13 % suggested by $\alpha^2/2$: the small-$\alpha$ expansion is no longer quantitative. The imaginary part doubles. With a specular wall, a cold model would still give a serviceable surface inductance here, but half the surface resistance.

### Use in a calculation

Compute $\kappa=(\omega/c)\sqrt{-\varepsilon}$ with the principal square root, which has a positive real part for $\nu>0$. With time dependence $e^{+i\omega t}$, replace $\varepsilon$, $\kappa$ and $\Lambda$ by their complex conjugates. When the plasma is nearly transparent, $|\varepsilon|-\varepsilon_1$ is a difference of nearly equal numbers. Multiplying and dividing by $|\varepsilon|+\varepsilon_1$ gives the stable form $\varepsilon_2^2/(|\varepsilon|+\varepsilon_1)$.

A finite layer needs a second boundary condition. If a perfect conductor at $x=L$ forces $E(L)=0$, then $E\propto\sinh[\kappa(L-x)]$, and the surface depth becomes $\tanh(\kappa L)/\kappa$. For thick layers its relative difference from $\Lambda$ has magnitude $2e^{-2L/\delta}$, which is 1 % at $L=2.65\,\delta$. For the last row of the table this thickness is about 246 mm, so at this accuracy a thinner plasma needs the finite-layer formula. The 1 % refers to $\Lambda$ as a whole. When collisions are rare, the small part $\mathrm{Im}\Lambda$ changes by about $-(2+4L/\delta)e^{-2L/\delta}$ in relative terms, which is about 6 % at the same $L/\delta$ for the first row. If density varies with $x$, the cold local equation $E''+\omega^2\varepsilon(x)E/c^2=0$ still applies, but its solution is no longer a single exponential.
